# Phonon angular momentum and its cancellation in thermal equilibrium: test program

```python
"""Phonon angular momentum of a harmonic crystal.
Result under test: J_z = sum_qs l_qs (n_qs + 1/2), l = hbar e^dagger M e,
with l(-q) = -l(q) under time reversal, so J_z = 0 in thermal equilibrium.
u: mass-weighted displacement, p = du/dt, J_z = sum(u_x p_y - u_y p_x),
e: unit eigenvector of the dynamical matrix D(q), n: occupation,
M = 1 (x) [[0,-i],[i,0]]. Model: pinned honeycomb layer, in-plane motion.
Internally hbar = 1 and energies are in eV, so J is in units of hbar.
A wavevector is given by its phases theta = (q.a1, q.a2).
"""
import numpy as np
from scipy import constants as const

MASS_A, MASS_B = 10.0, 20.0              # atomic mass units
K_LONG, K_TRANS, K_PIN = 20.0, 5.0, 1.0  # eV/angstrom^2
TEMP = 300.0                             # K
BIAS = 0.010                             # eV, valley bias
GYRO = 0.005                             # eV, velocity-dependent force
N = 6                                    # supercell is N x N cells
KB = const.k / const.e
HBAR_EVFS = const.hbar / const.e * 1e15
HBAR2_U = const.hbar**2 / (const.atomic_mass * const.e * 1e-20)  # eV A^2

SHIFTS = [(0, 0), (-1, 0), (0, -1)]      # cells of the B neighbours of A
ANGLES = np.radians([30.0, 150.0, 270.0])
BONDS = []
for angle in ANGLES:
    d = np.array([np.cos(angle), np.sin(angle)])
    BONDS.append(K_TRANS * np.eye(2) + (K_LONG - K_TRANS) * np.outer(d, d))
M = np.kron(np.eye(2), np.array([[0, -1j], [1j, 0]]))


def modes(theta, m_a=MASS_A, m_b=MASS_B):
    """Energies (eV), eigenvectors (columns) and l (hbar) at one q."""
    D = np.zeros((4, 4), complex)
    onsite = sum(BONDS) + K_PIN * np.eye(2)
    D[:2, :2], D[2:, 2:] = onsite / m_a, onsite / m_b
    for shift, phi in zip(SHIFTS, BONDS):
        D[:2, 2:] -= phi * np.exp(1j * np.dot(theta, shift)) / np.sqrt(m_a * m_b)
    D[2:, :2] = D[:2, 2:].conj().T
    w2, e = np.linalg.eigh(HBAR2_U * D)
    l = np.einsum('is,ij,js->s', e.conj(), M, e).real
    return np.sqrt(w2), e, l


def bose(energy, temp=TEMP):
    return 1.0 / np.expm1(energy / (KB * temp))


def valley(theta):
    """Odd function of q with extrema of opposite sign at K and K'."""
    return np.sin(theta[0]) + np.sin(theta[1] - theta[0]) - np.sin(theta[1])


# Real-space supercell, assembled spring by spring
cells = [(i, j) for i in range(N) for j in range(N)]
cell_index = {c: k for k, c in enumerate(cells)}
ncell, dim = N * N, 4 * N * N
force = K_PIN * np.eye(dim)
hop = np.zeros((ncell, ncell))
for (i, j), k in cell_index.items():
    for shift, phi in zip(SHIFTS, BONDS):
        a = 4 * k
        b = 4 * cell_index[(i + shift[0]) % N, (j + shift[1]) % N] + 2
        for x, y, sign in ((a, a, 1), (b, b, 1), (a, b, -1), (b, a, -1)):
            force[x:x + 2, y:y + 2] += sign * phi
    for s1, s2 in ((1, 0), (-1, 1), (0, -1)):
        hop[k, cell_index[(i + s1) % N, (j + s2) % N]] += 0.5
        hop[k, cell_index[(i - s1) % N, (j - s2) % N]] -= 0.5
mass = np.tile([MASS_A, MASS_A, MASS_B, MASS_B], ncell)
D_real = HBAR2_U * force / np.sqrt(np.outer(mass, mass))
W = np.kron(np.eye(2 * ncell), np.array([[0.0, 1.0], [-1.0, 0.0]]))
T_hop = np.kron(hop, np.eye(4))
one, zero = np.eye(dim), np.zeros((dim, dim))
OMEGA = np.block([[zero, one], [-one, zero]])


def covariance(G, temp):
    """Symmetrized covariance of (u,p) in exp(-H/kT), H = x^T G x / 2."""
    L = np.linalg.cholesky(G)
    w, U = np.linalg.eigh(1j * L.T @ OMEGA @ L)
    core = ((U * (w / np.tanh(w / (2 * KB * temp)))) @ U.conj().T).real
    Linv = np.linalg.inv(L)
    return 0.5 * Linv.T @ core @ Linv


# Oddness, completeness and the role of inversion, at random q
rng = np.random.default_rng(4)
largest_l = 0.0
for theta in rng.uniform(-np.pi, np.pi, (40, 2)):
    w_p, _, l_p = modes(theta)
    w_m, _, l_m = modes(-theta)
    assert np.allclose(w_p, w_m, atol=1e-10)
    assert np.allclose(l_p, -l_m, atol=1e-8)
    assert abs(l_p.sum()) < 1e-10
    assert np.max(np.abs(modes(theta, 15.0, 15.0)[2])) < 1e-8
    largest_l = max(largest_l, np.max(np.abs(l_p)))
assert largest_l > 0.1

# Degenerate pairs at Gamma: sum fixed, single values depend on the basis
w_g, e_g, l_g = modes((0.0, 0.0))
assert abs(w_g[0] - w_g[1]) < 1e-10 and abs(l_g[0] + l_g[1]) < 1e-10
pair_proj = e_g[:, :2] @ e_g[:, :2].conj().T
lin = pair_proj @ np.array([1, 0, 1, 0])
lin = lin / np.linalg.norm(lin)
perp = pair_proj @ np.array([0, 1, 0, 1])
perp = perp / np.linalg.norm(perp)
circ = (lin + 1j * perp) / np.sqrt(2)
l_lin = (lin.conj() @ M @ lin).real
l_circ = (circ.conj() @ M @ circ).real
assert abs(l_lin) < 1e-10 and abs(l_circ - 1) < 1e-10

# Closed form at K against diagonalization
K_POINT = np.array([4 * np.pi / 3, 2 * np.pi / 3])
w_k, e_k, l_k = modes(K_POINT)
w_kp, _, l_kp = modes(-K_POINT)
stiff = 1.5 * (K_LONG + K_TRANS) + K_PIN
d_a, d_b = HBAR2_U * stiff / MASS_A, HBAR2_U * stiff / MASS_B
g = HBAR2_U * 1.5 * (K_LONG - K_TRANS) / np.sqrt(MASS_A * MASS_B)
root = np.hypot(d_a - d_b, 2 * g)
x_mix = (d_a - d_b) / root
w2_formula = [(d_a + d_b - root) / 2, d_b, d_a, (d_a + d_b + root) / 2]
assert np.allclose(w_k**2, w2_formula, atol=1e-12)
assert np.allclose(l_k, [x_mix, -1, 1, -x_mix], atol=1e-9)

# Superposed waves: propagate in real space, compare with mode coefficients
q_wave = 2 * np.pi * np.array([1, 3]) / N
waves = []
for theta, s, alpha in ((q_wave, 0, 1.1 + 0.3j), (q_wave, 2, 0.7 - 0.5j),
                        (-q_wave, 1, -0.4 + 0.9j)):
    w, e, l = modes(theta)
    waves.append((theta, w[s], e[:, s], l[s], alpha))
u0, p0 = np.zeros(dim), np.zeros(dim)
for theta, w, e, l, alpha in waves:
    bloch = np.kron(np.exp(1j * np.array(cells) @ theta), e) / np.sqrt(ncell)
    u0 += 2 * (bloch * alpha / np.sqrt(2 * w)).real
    p0 += 2 * (-1j * bloch * alpha * np.sqrt(w / 2)).real
w2_real, V = np.linalg.eigh(D_real)
w_real = np.sqrt(w2_real)[:, None]
times = np.linspace(0.0, 40000.0, 8001)      # in hbar/eV
cu, cp = (V.T @ u0)[:, None], (V.T @ p0)[:, None]
cos_t, sin_t = np.cos(w_real * times), np.sin(w_real * times)
u_t = V @ (cu * cos_t + cp / w_real * sin_t)
p_t = V @ (cp * cos_t - cu * w_real * sin_t)
J_direct = np.sum(u_t[0::2] * p_t[1::2] - u_t[1::2] * p_t[0::2], axis=0)
J_modes = np.zeros(len(times), complex)
for i, (th_i, w_i, e_i, _, al_i) in enumerate(waves):
    for j, (th_j, w_j, e_j, _, al_j) in enumerate(waves):
        r = np.sqrt(w_j / w_i)
        if np.allclose(th_i, th_j):
            c = 0.5 * (r + 1 / r) * (e_i.conj() @ M @ e_j)
            J_modes += c * np.conj(al_i) * al_j * np.exp(1j * (w_i - w_j) * times)
        elif i < j:
            c = 0.5 * (r - 1 / r) * (e_i @ M @ e_j)
            J_modes += 2 * (c * al_i * al_j * np.exp(-1j * (w_i + w_j) * times)).real
assert np.max(np.abs(J_direct - J_modes)) < 1e-7
J_wave_sum = sum(l * abs(alpha)**2 for _, _, _, l, alpha in waves)
J_wave_mean = J_direct.mean()
# finite averaging time leaves a beat remainder of order 1/(dw * time)
assert abs(J_wave_mean - J_wave_sum) < 0.02
assert np.ptp(J_direct) > 0.01

# Mode sums over the supercell wavevectors
J_eq_modes = J_bias_modes = half_neg = half_pos = 0.0
lowest_shifted = np.inf
for c in cells:
    theta = 2 * np.pi * np.array(c) / N
    w, _, l = modes(theta)
    s = valley(theta)
    part = np.sum(l * (bose(w) + 0.5)) / ncell
    J_eq_modes += part
    if s < -1e-9:
        half_neg += part
    elif s > 1e-9:
        half_pos += part
    shifted = w - BIAS * s
    lowest_shifted = min(lowest_shifted, shifted.min())
    J_bias_modes += np.sum(l * (bose(shifted) + 0.5)) / ncell
assert lowest_shifted > 0
assert abs(J_eq_modes) < 1e-10
assert abs(half_neg) > 1e-5 and abs(half_neg + half_pos) < 1e-10

# The same averages from real-space quantum covariances
cov_eq = covariance(np.block([[D_real, zero], [zero, one]]), TEMP)
J_eq_real = np.sum(W * cov_eq[:dim, dim:]) / ncell
assert abs(J_eq_real) < 1e-10
bloch = np.kron(np.exp(1j * np.array(cells) @ K_POINT), e_k[:, 0]) / np.sqrt(ncell)
a_row = np.concatenate([np.sqrt(w_k[0] / 2) * bloch.conj(),
                        1j / np.sqrt(2 * w_k[0]) * bloch.conj()])
n_half = (a_row.conj() @ cov_eq @ a_row).real
assert abs(n_half - (bose(w_k[0]) + 0.5)) < 1e-8
G_bias = np.block([[D_real, BIAS * T_hop.T], [BIAS * T_hop, one]])
cov_bias = covariance(G_bias, TEMP)
J_bias_real = np.sum(W * cov_bias[:dim, dim:]) / ncell
assert abs(J_bias_real - J_bias_modes) < 1e-9
assert abs(J_bias_real) > 1e-4

# Broken time reversal: H = (p - A u)^2/2 + u D u/2, velocity v = p - A u
A = GYRO * W
G_gyro = np.block([[D_real + A.T @ A, -A.T], [-A, one]])


def kinetic_J(temp):
    cov = covariance(G_gyro, temp)
    return np.sum(W * (cov[:dim, dim:] - cov[:dim, :dim] @ A.T)) / ncell


J_gyro_cold, J_gyro, J_gyro_hot = [kinetic_J(t) for t in (1.0, TEMP, 30000.0)]
assert abs(J_gyro_cold) > 1e-3 and abs(J_gyro) > 1e-4
assert abs(J_gyro_hot) < 0.1 * abs(J_gyro_cold)

print(f"masses A, B: {MASS_A:.0f}, {MASS_B:.0f} u")
print(f"springs long., transv., pinning: {K_LONG:.0f}, {K_TRANS:.0f}, {K_PIN:.0f} eV/A^2")
print(f"temperature: {TEMP:.0f} K, kT = {KB * TEMP:.5f} eV")
print(f"hbar^2/(1 u) = {HBAR2_U:.6e} eV A^2")
print(f"hbar = {HBAR_EVFS:.6f} eV fs")
print(f"supercell: {N} x {N} cells")
print(f"K: diagonal element A = {d_a:.6f} eV^2")
print(f"K: diagonal element B = {d_b:.6f} eV^2")
print(f"K: coupling g = {g:.6f} eV^2")
print(f"K: mixed-mode |l| from closed form = {x_mix:.6f} hbar")
print("mode at K: energy (eV), l (hbar), n, l(n+1/2) (hbar)")
for s in range(4):
    n = bose(w_k[s])
    print(f"  {s + 1}: {w_k[s]:.6f} {l_k[s]:+.6f} {n:.6f} {l_k[s] * (n + 0.5):+.6f}")
print("mode at K': energy (eV), l (hbar)")
for s in range(4):
    print(f"  {s + 1}: {w_kp[s]:.6f} {l_kp[s]:+.6f}")
print(f"sum of l(n+1/2) at K  = {np.sum(l_k * (bose(w_k) + 0.5)):+.6f} hbar")
print(f"sum of l(n+1/2) at K' = {np.sum(l_kp * (bose(w_kp) + 0.5)):+.6f} hbar")
print(f"n+1/2 of K mode 1 from real-space covariance = {n_half:.6f}")
print(f"Gamma lowest pair: energy = {w_g[0]:.6f} eV")
print(f"Gamma pair: |l| linear = {abs(l_lin):.3f}, l circular = {l_circ:.3f} hbar")
print(f"equilibrium half zone with K  = {half_neg:+.6e} hbar per cell")
print(f"equilibrium half zone with K' = {half_pos:+.6e} hbar per cell")
print(f"equilibrium total below 1e-10 hbar per cell: {abs(J_eq_modes) < 1e-10}")
print(f"valley bias = {BIAS:.3f} eV, s(K) = {valley(K_POINT):+.6f}")
print(f"lowest shifted energy = {lowest_shifted:.6f} eV")
print(f"biased J, mode sum   = {J_bias_modes:+.8f} hbar per cell")
print(f"biased J, real space = {J_bias_real:+.8f} hbar per cell")
print(f"biased J converted   = {J_bias_modes * HBAR_EVFS:+.8f} eV fs per cell")
print(f"three waves: time-mean J = {J_wave_mean:+.4f} hbar")
print(f"three waves: sum l|alpha|^2 = {J_wave_sum:+.4f} hbar")
print(f"three waves: J(t) ranges {J_direct.min():+.4f} to {J_direct.max():+.4f} hbar")
print(f"velocity-dependent force parameter = {GYRO:.3f} eV")
print(f"its equilibrium J at 1 K     = {J_gyro_cold:+.6f} hbar per cell")
print(f"its equilibrium J at 300 K   = {J_gyro:+.6f} hbar per cell")
print(f"its equilibrium J at 30000 K = {J_gyro_hot:+.6f} hbar per cell")
print("tests ok")
```

Printed output:

```
masses A, B: 10, 20 u
springs long., transv., pinning: 20, 5, 1 eV/A^2
temperature: 300 K, kT = 0.02585 eV
hbar^2/(1 u) = 4.180159e-03 eV A^2
hbar = 0.658212 eV fs
supercell: 6 x 6 cells
K: diagonal element A = 0.016094 eV^2
K: diagonal element B = 0.008047 eV^2
K: coupling g = 0.006651 eV^2
K: mixed-mode |l| from closed form = 0.517619 hbar
mode at K: energy (eV), l (hbar), n, l(n+1/2) (hbar)
  1: 0.065554 +0.517619 0.086016 +0.303333
  2: 0.089704 -1.000000 0.032120 -0.532120
  3: 0.126861 +1.000000 0.007448 +0.507448
  4: 0.140866 -0.517619 0.004320 -0.261045
mode at K': energy (eV), l (hbar)
  1: 0.065554 -0.517619
  2: 0.089704 +1.000000
  3: 0.126861 -1.000000
  4: 0.140866 +0.517619
sum of l(n+1/2) at K  = +0.017617 hbar
sum of l(n+1/2) at K' = -0.017617 hbar
n+1/2 of K mode 1 from real-space covariance = 0.586016
Gamma lowest pair: energy = 0.016681 eV
Gamma pair: |l| linear = 0.000, l circular = 1.000 hbar
equilibrium half zone with K  = +4.290158e-03 hbar per cell
equilibrium half zone with K' = -4.290158e-03 hbar per cell
equilibrium total below 1e-10 hbar per cell: True
valley bias = 0.010 eV, s(K) = -2.598076
lowest shifted energy = 0.016681 eV
biased J, mode sum   = -0.00765277 hbar per cell
biased J, real space = -0.00765277 hbar per cell
biased J converted   = -0.00503714 eV fs per cell
three waves: time-mean J = -1.1402 hbar
three waves: sum l|alpha|^2 = -1.1401 hbar
three waves: J(t) ranges -2.3208 to +0.0365 hbar
velocity-dependent force parameter = 0.005 eV
its equilibrium J at 1 K     = +0.125133 hbar per cell
its equilibrium J at 300 K   = +0.087564 hbar per cell
its equilibrium J at 30000 K = +0.001289 hbar per cell
tests ok
```
